# Why the r-squared trace does not drive one-photon monopole transitions

**Q:** The second-moment operator $r_ar_b$ has a trace, $r^2$. That is a scalar, so it connects s states with s states. In hydrogen $\langle 1s|r^2|3s\rangle=-1.096$ bohr², which is not small. So 3s should be able to emit one photon and fall directly to 1s, a monopole transition as strong as a typical quadrupole one. What is wrong with that?

**A:** The matrix element is right. The question is what the field multiplies it by. Take one electron with $H=p^2/2+V(\mathbf r)$, a local potential, a fixed nucleus and no spin for now, in Hartree atomic units. In Coulomb gauge the coupling linear in the field is $\mathbf A\cdot\mathbf p/c$. Emission of a photon with wave vector $\mathbf k$ and real polarization $\boldsymbol\varepsilon$ then has the amplitude

$$M=\langle f|e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\varepsilon\cdot\mathbf p|i\rangle,\qquad \mathbf k\cdot\boldsymbol\varepsilon=0,\qquad \omega=E_i-E_f=ck .$$

Where does $r_ar_b$ appear in it?

**Q:** In the expansion of the exponential. The zeroth-order term $\boldsymbol\varepsilon\cdot\langle\mathbf p\rangle$ vanishes, because 3s and 1s have the same parity. The next term is

$$M^{(1)}=-i\,k_a\varepsilon_b\langle f|r_ap_b|i\rangle ,$$

with repeated indices summed. But that contains $r_ap_b$, not $r_ar_b$.

**A:** Split it into halves that are symmetric and antisymmetric in $a,b$. The antisymmetric half is

$$-\tfrac i2k_a\varepsilon_b\langle r_ap_b-r_bp_a\rangle=-\tfrac i2(\mathbf k\times\boldsymbol\varepsilon)\cdot\langle\mathbf L\rangle ,$$

the magnetic dipole term. In general it stands beside the quadrupole at this order. Here the final state is s, so $\mathbf L|f\rangle=0$ and the term vanishes.

For the symmetric half, use $[H,r_a]=-ip_a$ and then $p_ar_b=r_bp_a-i\delta_{ab}$:

$$[H,r_ar_b]=-i(p_ar_b+r_ap_b)=-i(r_ap_b+r_bp_a)-\delta_{ab}.$$

Take the matrix element between $f$ and $i$. The left side gives $(E_f-E_i)S_{ab}=-\omega S_{ab}$, where $S_{ab}=\langle f|r_ar_b|i\rangle$. The last term drops out because $\langle f|i\rangle=0$. Therefore

$$\langle r_ap_b+r_bp_a\rangle=-i\omega S_{ab},\qquad
M_{\rm sym}=-\tfrac i2k_a\varepsilon_b(-i\omega S_{ab})=-\tfrac{\omega}{2}\,k_aS_{ab}\varepsilon_b .$$

**Q:** So the full second moment is there, trace included.

**A:** It is there, contracted with $k_a\varepsilon_b$. Write $S_{ab}=Q_{ab}+\tfrac13\delta_{ab}\langle r^2\rangle$, with $Q_{ab}$ traceless. Then

$$M_{\rm sym}=-\tfrac\omega2k_aQ_{ab}\varepsilon_b-\tfrac\omega6(\mathbf k\cdot\boldsymbol\varepsilon)\langle r^2\rangle .$$

The second term is zero because the polarization is transverse. The atom has a monopole matrix element, but the photon field has nothing that couples to it at this order.

**Q:** That looks like a property of plane waves. A focused beam has field components along its axis, and so does an evanescent wave.

**A:** Put the result in terms of the field. The emission part of the vector potential is $\mathbf A=A_0\boldsymbol\varepsilon e^{-i\mathbf k\cdot\mathbf r+i\omega t}$, so $\mathbf E=-\dot{\mathbf A}/c=-(i\omega/c)\mathbf A$. At the nucleus, leaving out the time factor,

$$\partial_aE_b=(-ik_a)(-i\omega/c)A_0\varepsilon_b=-(\omega/c)A_0k_a\varepsilon_b .$$

The coupling $(A_0/c)M_{\rm sym}$ is therefore $\tfrac12S_{ab}\,\partial_aE_b$, and its trace part is $\tfrac16\langle r^2\rangle\,\nabla\cdot\mathbf E$. This is linear in the field, so it holds for any superposition of such waves. A component along the beam axis does no harm: what matters is the divergence, which is zero for a field without sources at the atom.

For an evanescent wave $\mathbf k$ is complex, and zero divergence means $\mathbf k\cdot\boldsymbol\varepsilon=0$ without complex conjugation. As a numerical test, take $\mathbf k=(0.5,0,0.3i)$ bohr⁻¹ and $\boldsymbol\varepsilon\propto(0.3i,0,-0.5)$. These components are far larger than those of a 12 eV photon, which makes the test of the integral more severe. They do not satisfy $\mathbf k\cdot\mathbf k=\omega^2/c^2$, so this tests the condition $\mathbf k\cdot\boldsymbol\varepsilon=0$ and is not a light wave at the transition frequency. The complete 3s–1s amplitude is zero to rounding. With $\boldsymbol\varepsilon$ replaced by its conjugate, the divergence is no longer zero and the amplitude has magnitude 0.044 a.u. for $\boldsymbol\varepsilon$ normalized to $\boldsymbol\varepsilon^*\cdot\boldsymbol\varepsilon=1$.

**Q:** In a rate I sum over polarizations and directions. I would have put $\sum_{ab}|S_{ab}|^2$ there, and that contains the trace.

**A:** Do the sum and see. Normalizing one photon in a box and applying the golden rule gives

$$\Gamma=\frac{\omega}{2\pi c^3}\int d\Omega\sum_{\boldsymbol\varepsilon}|M|^2 .$$

Let $\mathbf n=\mathbf k/k$. The states here are real, so $S$ is real and symmetric. With $\sum_\varepsilon\varepsilon_b\varepsilon_d=\delta_{bd}-n_bn_d$,

$$\sum_{\boldsymbol\varepsilon}(n_aS_{ab}\varepsilon_b)^2=n_aS_{ab}S_{bc}n_c-(n_aS_{ab}n_b)^2 .$$

The averages over directions are $\overline{n_an_c}=\delta_{ac}/3$ and $\overline{n_an_bn_cn_d}=(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$. Hence the average is

$$\tfrac13\sum S_{ab}^2-\tfrac1{15}\Big[({\rm Tr}\,S)^2+2\sum S_{ab}^2\Big]
=\tfrac15\Big[\sum S_{ab}^2-\tfrac13({\rm Tr}\,S)^2\Big]=\tfrac15\sum Q_{ab}^2 .$$

The subtraction comes from the term $-n_bn_d$, that is, from transversality. Multiplying by $4\pi$ and by $\omega^2k^2/4$ gives

$$\Gamma=\frac{\omega}{2\pi c^3}\cdot4\pi\cdot\frac{\omega^2k^2}{4}\cdot\frac15\sum Q_{ab}^2=\frac{\omega^5}{10c^5}\sum_{ab}Q_{ab}^2 .$$

**Q:** Can a calculation tell the two recipes apart? For a pure d state they agree, and for a pure s state you could say that I am only being told the answer is zero.

**A:** Use a state with both parts. In nonrelativistic hydrogen 3s and 3d are degenerate, so $0.6\,|3s\rangle+0.8\,|3d,m{=}0\rangle$ is also an energy eigenstate. The photon energy to 1s is $-0.055556+0.5=0.444444$ hartree, or 12.09 eV. The second moments with 1s, in bohr², are

- 3s: $S_{xx}=S_{yy}=S_{zz}=-0.365354$
- 3d: $S_{xx}=S_{yy}=-0.258345$ and $S_{zz}=0.516689$

For the mixed state,

$$S_{zz}=0.6(-0.365354)+0.8(0.516689)=0.194139,$$
$$S_{xx}=S_{yy}=0.6(-0.365354)+0.8(-0.258345)=-0.425888 .$$

One third of the trace is $-0.219212$. Subtracting it leaves $Q_{zz}=0.413351$ and $Q_{xx}=Q_{yy}=-0.206676$, which is the 3d part alone. So

$$\sum Q_{ab}^2=0.413351^2+2(0.206676)^2=0.2563,\qquad \sum S_{ab}^2=0.4005\ \text{bohr}^4 .$$

With $c=137.036$, the prefactor $\omega^5/(10c^5)$ is $3.589\times10^{-14}$ a.u., or 1483.5 s⁻¹ per bohr⁴. The traceless formula predicts 380.2 s⁻¹ and your sum predicts 594.1 s⁻¹.

The judge is the amplitude $M$ with its exponential unexpanded, integrated numerically over the electron's position and then over photon directions and polarizations. It gives:

| Initial state | Full plane wave (s⁻¹) | Traceless (s⁻¹) | Untraced (s⁻¹) |
|---|---:|---:|---:|
| 3s | 0 to rounding | 0 | 594.1 |
| 3d, $m=0$ | 594.1 | 594.1 | 594.1 |
| mixed | 380.2 | 380.2 | 594.1 |

These are partial rates for the direct step to 1s, not total decay rates.

**Q:** Why is the last column the same in every row?

**A:** For this pair of states $\sum S_{ab}^2$ comes out as 0.400452 bohr⁴ for both 3s and 3d. I claim no general law from that. The mixed value then follows: the cross term between the trace and traceless parts is proportional to $\delta_{ab}Q_{ab}=0$, so the sum is $(0.36+0.64)\times0.400452$.

**Q:** You have removed $r^2$ at first order in $k$. Could 3s→1s survive at a higher order?

**A:** Not in this spinless model. Define $\mathbf V(\mathbf k)=\langle f|e^{-i\mathbf k\cdot\mathbf r}\mathbf p|i\rangle$ for two s states. Neither state singles out a direction, so a rotation about $\mathbf k$ must leave $\mathbf V$ unchanged. Hence $\mathbf V$ is parallel to $\mathbf k$, and $\boldsymbol\varepsilon\cdot\mathbf V=0$ for every real $\mathbf k$, with no expansion.

The parallel part can be found. Since $p^2e^{-i\mathbf k\cdot\mathbf r}=e^{-i\mathbf k\cdot\mathbf r}(\mathbf p-\mathbf k)^2$,

$$[H,e^{-i\mathbf k\cdot\mathbf r}]=e^{-i\mathbf k\cdot\mathbf r}\left(-\mathbf k\cdot\mathbf p+\tfrac12k^2\right).$$

With $F(k)=\langle f|e^{-i\mathbf k\cdot\mathbf r}|i\rangle$, the matrix element reads $-\omega F=-\mathbf k\cdot\mathbf V+\tfrac12k^2F$, so

$$\mathbf n\cdot\mathbf V=\left(\frac\omega k+\frac k2\right)F(k).$$

At small $k$, orthogonality removes the constant term of $F$ and parity removes the linear one. What remains is $F\approx-\tfrac12\langle(\mathbf k\cdot\mathbf r)^2\rangle=-k^2\langle r^2\rangle/6$. Then $\mathbf n\cdot\mathbf V\approx-\omega k\langle r^2\rangle/6$. This is the discarded trace term with $\boldsymbol\varepsilon$ replaced by $\mathbf n$: the $r^2$ strength lies in the longitudinal direction, where a photon has no polarization. At $k=0.8$ bohr⁻¹, the computed 3s–1s amplitude is zero to rounding across $\mathbf k$ and 0.0679 a.u. along it.

**Q:** Then can anything drive 1s–3s through $r^2$?

**A:** A passing charged particle can. Its Coulomb potential is a sum of waves $e^{-i\mathbf q\cdot\mathbf r}$ whose electric fields point along $\mathbf q$, and in first order each acts through $F(q)$. At $q=0.1$ bohr⁻¹, $F=1.816\times10^{-3}$, while $-q^2\langle r^2\rangle/6=1.827\times10^{-3}$. The difference is 0.57% of the leading term, and it falls to 0.14% at half that $q$, as a correction of relative order $q^2$ should.

In first order the charge has to enter the electron cloud. The product of two s functions is a spherical charge distribution whose total is $\langle f|i\rangle=0$, so it exerts no electrostatic force on a charge outside it. The cloud has no sharp edge: the field at radius $R$ comes from the part of the distribution inside $R$, which equals minus the tail beyond $R$ and falls off exponentially. This agrees with the field form: $\nabla\cdot\mathbf E$ is nonzero only where the charge is.

**Q:** May I then drop every $r^2$ from one-photon amplitudes?

**A:** No. Transversality removes the trace that pairs $\mathbf k$ with $\boldsymbol\varepsilon$, not one that pairs $\mathbf k$ with $\mathbf k$. Take a p state oriented along a unit vector $\mathbf u$, decaying to s. The third moment is symmetric and linear in $\mathbf u$, so

$$\langle r_ar_br_c\rangle=C(\delta_{ab}u_c+\delta_{bc}u_a+\delta_{ac}u_b).$$

Setting $a=b$ and summing gives $\langle r^2r_c\rangle=5Cu_c$. Contracting with $n_an_b\varepsilon_c$ instead gives $C\,\boldsymbol\varepsilon\cdot\mathbf u$, because $\mathbf n\cdot\boldsymbol\varepsilon=0$. Thus

$$\langle(\mathbf n\cdot\mathbf r)^2(\boldsymbol\varepsilon\cdot\mathbf r)\rangle=\tfrac15\langle r^2(\boldsymbol\varepsilon\cdot\mathbf r)\rangle .$$

For 2p–1s and one choice of directions, both sides are $-1.8455$ bohr³. This moment enters the correction of relative order $k^2$ to the electric dipole amplitude. That term is $M^{(2)}=-\tfrac12k^2\langle f|(\mathbf n\cdot\mathbf r)^2\,\boldsymbol\varepsilon\cdot\mathbf p|i\rangle$. Write $x=\boldsymbol\varepsilon\cdot\mathbf r$ and let $f(r)$ be the real s function. Because $\mathbf n\cdot\boldsymbol\varepsilon=0$, $\boldsymbol\varepsilon\cdot\mathbf p$ commutes with $\mathbf n\cdot\mathbf r$ and can act to the left on $f$, giving the factor $if'x/r$. The same one-fifth rule, with radial weight $f'/r$, gives $M^{(2)}=-\tfrac{i}{10}k^2\int rf'x\,\psi_i\,d^3r$. Now $[H,g]=-\tfrac12\nabla^2g-\nabla g\cdot\nabla$ with $g=r^2x$ has $\nabla^2g=10x$ and $\nabla g\cdot\nabla f=3rxf'$. Taken between $\psi_i$ on the left and $f$ on the right, it gives $\omega\langle r^2x\rangle=-5\langle x\rangle-3\int rf'x\,\psi_i\,d^3r$. Hence $M^{(2)}=\tfrac{i}{30}k^2\left(\omega\langle r^2x\rangle+5\langle x\rangle\right)$, beside the dipole term $-i\omega\langle x\rangle$.

Spin brings $r^2$ back in another way. The coupling $\boldsymbol\sigma\cdot\mathbf B/(2c)$, with $\mathbf B=\nabla\times\mathbf A$, adds $-\tfrac i2\langle\boldsymbol\sigma\rangle\cdot(\mathbf k\times\boldsymbol\varepsilon)F(k)$ to an s→s amplitude, where $\langle\boldsymbol\sigma\rangle$ is taken between the spin states. $F$ begins with $r^2$, but the operator is now a vector in spin space, so this is magnetic dipole emission and not a monopole transition. I would not take a rate from this term alone: $k$ is of order $1/c$, so $k^2r^2$ is of the same order as the relativistic corrections left out here.

If both states have total angular momentum zero, spin included, the rotation argument applies to the whole current, and one-photon emission is forbidden. The numerical check below covers the hydrogen numbers quoted here, all without spin; the formula for $M^{(2)}$ rests on the derivation above.

## Computed values

```
speed of light c = 137.0360 a.u.
energy of 1s = -0.500000 hartree
energy of 3s and 3d = -0.055556 hartree
photon energy omega = 0.444444 hartree
photon energy omega = 12.094 eV
photon wave number k = 3.243268e-03 bohr^-1
<1s|r^2|3s> = -1.096063 bohr^2
3s: S_xx = S_yy = S_zz = -0.365354 bohr^2
3d: S_xx = S_yy = -0.258345 bohr^2
3d: S_zz = 0.516689 bohr^2
mixed state weights: 0.6 (3s), 0.8 (3d)
mixed: S_xx = S_yy = -0.425888 bohr^2
mixed: S_zz = 0.194139 bohr^2
mixed: Q_xx = Q_yy = -0.206676 bohr^2
mixed: Q_zz = 0.413351 bohr^2
3s: sum |S_ab|^2 = 0.400452 bohr^4
3s: sum |Q_ab|^2 = 0.000000 bohr^4
3d: sum |S_ab|^2 = 0.400452 bohr^4
3d: sum |Q_ab|^2 = 0.400452 bohr^4
mix: sum |S_ab|^2 = 0.400452 bohr^4
mix: sum |Q_ab|^2 = 0.256289 bohr^4
mixed, 45 deg, full amplitude = 2.234309e-04 a.u.
mixed, 45 deg, quadrupole amplitude = 2.234349e-04 a.u.
3d rate, full plane wave = 594.06 s^-1
3d rate, traceless formula = 594.09 s^-1
mixed rate, full plane wave = 380.20 s^-1
mixed rate, traceless formula = 380.21 s^-1
mixed rate, mistaken untraced = 594.09 s^-1
3s rate, full plane wave = 8e-25 s^-1 (rounding)
3s rate, mistaken untraced = 594.09 s^-1
3s test wave number = 0.8 bohr^-1
3s transverse amplitude = 5e-17 a.u. (rounding)
3s longitudinal amplitude = 0.067925 a.u.
3s longitudinal from form factor = 0.067925 a.u.
3s evanescent amplitude = 8e-17 a.u. (rounding)
3s, evanescent k but k.e nonzero = 0.044347 a.u.
q = 0.1 bohr^-1: form factor 1s-3s = 1.816384e-03
q = 0.1 bohr^-1: -q^2<r^2>/6 = 1.826772e-03
q = 0.05 bohr^-1: form factor 1s-3s = 4.560491e-04
q = 0.05 bohr^-1: -q^2<r^2>/6 = 4.566931e-04
2p-1s <(n.r)^2 (e.r)> = -1.845517 bohr^3
2p-1s <r^2 (e.r)>/5 = -1.845517 bohr^3
```
